\section*{Why identical polar endpoints can give different switched charges}

\section{Definitions and conventions}

Consider a film built from parallel chains along $x$, each with fixed period $a$ and cross-sectional area $A$. Cations lie at $x=na$ and oxygen at $x=(n+u)a$, where $n$ is an integer. The coordinate $u$ is followed continuously: $u=0.6$ and $u=-0.4$ describe the same infinite crystal, but different oxygen displacements from a common start.

The elementary charge is $e>0$, and polarization is positive along $+x$. Each cation has charge $+2e$. The oxygen nucleus, its core electrons and six of its valence electrons form a rigid neutral unit. The remaining two electrons per cell have opposite spins and are treated explicitly. They move independently in
\begin{align}
V(x)=-\sum_n\Big[&U_{\rm O}e^{-[x-(n+u)a]^2/(2s^2)}\notag\\
&+U_{\rm C}e^{-(x-na)^2/(2s^2)}\Big],
\label{eq:potential}
\end{align}
where $U_{\rm O}$ and $U_{\rm C}$ are well depths and $s$ is their width. The macroscopic electric field is zero during the polarization calculation.

This is a model of a mechanism, not a calculation of a particular material. Its coordinate stands for the height of an oxygen relative to a cation plane. In one dimension the oxygen well passes directly over the cation well at $u=0$, whereas a real oxygen passes between cations at a lateral distance. The branch difference derived below rests only on an open gap, but the dynamical charges and the division of charge between the routes depend on this collinear geometry. Strain, electron interaction and migration barriers are omitted.

Two routes start at $u_0$, with $0<u_0<1/2$:
\begin{align}
\text{direct:}\quad &u_0\longrightarrow 1-u_0,\\
\text{crossing:}\quad &u_0\longrightarrow -u_0.
\end{align}
The direct route stays between two neighbouring cation planes. The crossing route passes through the plane at $u=0$. Their final coordinates differ by one, so their final bulk crystals are identical.

\section{What the circuit counts}

The switched charge per area is the time integral of the current density $J$. The cations are stationary and the moving oxygen unit is neutral, so the explicit electrons carry all the current. Their density is $2/(Aa)$. If $\langle v\rangle$ is their mean velocity,
\begin{equation}
J=-\frac{2e}{Aa}\langle v\rangle .
\end{equation}
Let $wa$ be the followed centre of the electron pair. Then $\langle v\rangle=a\,dw/dt$, and
\begin{equation}
\Delta P=\int J\,dt=-\frac{2e}{A}\Delta w .
\label{eq:charge}
\end{equation}
The question is therefore how far the pair moves, rather than where it can be drawn in the final periodic crystal.

\subsection{The pair velocity during slow motion}

At crystal wavevector $k$, let $|m\rangle$ be the cell-periodic eigenstates of the Bloch Hamiltonian $H(k,u)$, with energies $E_m$. The occupied band is $m=0$. For slow motion write
\begin{equation}
|\psi\rangle=e^{-i\theta}\Big(|0\rangle+\sum_{m>0}c_m|m\rangle\Big),
\end{equation}
where $\theta$ absorbs the phase along $|0\rangle$. Project the time-dependent Schr\"odinger equation onto $|m\rangle$. Since $c_m$ is already proportional to $\dot u$, its time derivative is dropped at first order:
\begin{equation}
i\hbar\dot u\langle m|\partial_u0\rangle=(E_m-E_0)c_m .
\end{equation}
Differentiating $H|0\rangle=E_0|0\rangle$ and projecting onto $|m\rangle$ gives
\begin{equation}
\langle m|\partial_u0\rangle=
\frac{\langle m|\partial_uH|0\rangle}{E_0-E_m}.
\label{eq:derivative}
\end{equation}
Hence
\begin{equation}
c_m=-i\hbar\dot u\,
\frac{\langle m|\partial_uH|0\rangle}{(E_m-E_0)^2}.
\end{equation}

The velocity operator is $v=\hbar^{-1}\partial_kH$. Its first-order expectation value is $\langle0|v|0\rangle+2{\rm Re}\sum_m\langle0|v|m\rangle c_m$. The first term is $\hbar^{-1}\partial_kE_0$, whose average over a full band vanishes. Using ${\rm Re}(-iz)={\rm Im}\,z$ and dividing by $a\dot u$,
\begin{equation}
\frac{dw}{du}=\frac{2\hbar}{a}
\left\langle{\rm Im}\sum_{m>0}
\frac{\langle0|v|m\rangle\langle m|\partial_uH|0\rangle}
{(E_m-E_0)^2}\right\rangle_k ,
\label{eq:response}
\end{equation}
where $\langle\cdots\rangle_k$ is the average over the Brillouin zone. Moving one oxygen sublattice by $a\,du$ changes the cell dipole by $-2ea\,dw$. The dynamical charge, in units of $e$, is therefore
\begin{equation}
Z^*=-2\,\frac{dw}{du}.
\end{equation}

\subsection{The same motion as a Berry phase}

Equation \eqref{eq:derivative} also holds with $u$ replaced by $k$. Its complex conjugate gives
\begin{equation}
\langle0|v|m\rangle=\frac{E_0-E_m}{\hbar}\langle\partial_k0|m\rangle .
\end{equation}
The energy factors in \eqref{eq:response} cancel. Completing the sum with $m=0$ changes nothing, because $\langle\partial_k0|0\rangle\langle0|\partial_u0\rangle$ is a product of two imaginary numbers and is real. Thus
\begin{equation}
\frac{dw}{du}=\frac{2}{a}
\left\langle{\rm Im}\langle\partial_k0|\partial_u0\rangle\right\rangle_k .
\end{equation}

Define $\mathcal A_k=i\langle0|\partial_k0\rangle$ and $\mathcal A_u=i\langle0|\partial_u0\rangle$. Direct differentiation gives
\begin{align}
\partial_u\mathcal A_k-\partial_k\mathcal A_u
&=i\big(\langle\partial_u0|\partial_k0\rangle
-\langle\partial_k0|\partial_u0\rangle\big)\notag\\
&=2\,{\rm Im}\langle\partial_k0|\partial_u0\rangle .
\end{align}
The zone average is $(a/2\pi)\int dk$. States at opposite zone edges are joined by a factor independent of $u$, so $\mathcal A_u$ is periodic and its $k$ derivative integrates to zero. Hence $dw/du$ is the $u$ derivative of $(1/2\pi)\int\mathcal A_k\,dk$. To fix the integration constant, write the cell-periodic state as $\sum_n e^{-ik(x-na)}W(x-na)$, where $W$ is the normalized localized orbital of the pair. In the zone average of $\mathcal A_k$, terms joining different cells vanish, leaving $(1/2\pi)\int\mathcal A_k\,dk=(1/a)\int x|W|^2dx$. This is the pair centre in units of $a$, so the constant is zero up to the choice of cell:
\begin{equation}
w=\frac1{2\pi}\int_{-\pi/a}^{\pi/a}\mathcal A_k\,dk
\quad({\rm mod}\ 1).
\label{eq:berry}
\end{equation}
For neighbouring wavevectors, $\langle0_k|0_{k+dk}\rangle\simeq1-i\mathcal A_kdk$. The form used on a grid is
\begin{equation}
w=-\frac1{2\pi}{\rm Im}\ln\prod_k
\langle0_k|0_{k+dk}\rangle\quad({\rm mod}\ 1).
\end{equation}
A change in the phase convention of the states can shift $w$ by an integer. An isolated endpoint therefore fixes polarization modulo $2e/A$. Continuity along a route supplies the missing integer.

\section{Why crossing changes the branch}

First set $U_{\rm C}=0$. Moving oxygen then translates the whole potential. A pair bound to the oxygen well has its centre there, so $w=u$. Moving oxygen by one period changes $w$ by one.

Now increase $U_{\rm C}$ while keeping the gap between the two lowest bands open. The state and its followed phase vary continuously. The change of $w$ around an oxygen cycle is an integer, because the crystal returns to itself, and a continuously varying integer cannot jump. Hence
\begin{equation}
w(u+1)=w(u)+1 .
\label{eq:winding}
\end{equation}

Reflection about a cation changes $u$ to $-u$ and reverses the pair centre. Thus $w(u)+w(-u)$ is an integer. At $u=0$ this makes $2w(0)$ an integer. Continuity from $U_{\rm C}=0$ selects $w(0)=0$, so the integer is zero for every $u$ reached continuously:
\begin{equation}
w(-u)=-w(u).
\end{equation}
Combining this with \eqref{eq:winding} gives $w(1-u)=1-w(u)$, and in particular $w(1/2)=1/2$.

Write $w_0=w(u_0)$. The two pair displacements are
\begin{align}
\Delta w_{\rm direct}&=(1-w_0)-w_0=1-2w_0,\\
\Delta w_{\rm cross}&=-w_0-w_0=-2w_0 .
\end{align}
Equation \eqref{eq:charge} now gives
\begin{align}
\Delta P_{\rm direct}&=-\frac{2e}{A}(1-2w_0),\label{eq:direct}\\
\Delta P_{\rm cross}&=+\frac{2e}{A}(2w_0),\label{eq:cross}\\
\Delta P_{\rm direct}-\Delta P_{\rm cross}&=-\frac{2e}{A}.
\label{eq:difference}
\end{align}
Within this model, the difference does not depend on the pair's detailed response along either route. It measures one electron pair carried through one period.

The limits show how the total is divided. As $u_0$ approaches $1/2$, $w_0$ approaches $1/2$: the direct charge vanishes and the crossing charge approaches $2e/A$. As $u_0$ approaches zero, the crossing charge vanishes and the direct charge approaches $-2e/A$.

\section{How large the effect is}

Take the round parameters $a=0.50$ nm, $A=0.25$ nm$^2$, $s=0.06$ nm, $U_{\rm O}=30$ eV, $U_{\rm C}=20$ eV and $u_0=0.40$. The smallest sampled gap on the oxygen cycle is 7.2 eV. The sampled gap is no smaller while the cation wells are raised from zero, which supports the continuity argument.

The Berry phase gives $w_0=0.37487$. Therefore
\begin{align}
\Delta w_{\rm direct}&=1-2(0.37487)=0.25026,\\
\Delta w_{\rm cross}&=-2(0.37487)=-0.74974 .
\end{align}
With $2e/A=1.28174$ C/m$^2$,
\begin{align}
\Delta P_{\rm direct}&=-1.28174(0.25026)
=-0.3208\ {\rm C/m^2},\\
\Delta P_{\rm cross}&=1.28174(0.74974)
=0.9610\ {\rm C/m^2}.
\end{align}
These are $-32.1$ and $+96.1$ $\mu$C/cm$^2$. The same initial and final crystals give charges of opposite sign, differing in magnitude by about a factor of three.

Rigid oxygen ions of charge $-2e$ would give $-1.28174(0.20)=-0.256$ C/m$^2$ and $1.28174(0.80)=1.025$ C/m$^2$. Relative to these estimates, the calculated direct charge is 25\% larger in magnitude and the crossing charge is 6\% smaller. Electronic response redistributes the charge between the routes while preserving \eqref{eq:difference}.

The dynamical charges show this redistribution: $Z^*=-1.20$ at $u=0$, $-1.64$ at $0.2$, $-2.72$ at $0.4$ and $-2.38$ at $0.5$. The first value has a simple origin. At $u=0$ the wells coincide and have equal widths, so moving the oxygen well alone produces a fraction $U_{\rm O}/(U_{\rm O}+U_{\rm C})=30/50$ of the perturbation made by moving both. Moving both gives $dw/du=1$. Linear response therefore gives $Z^*=-2(30/50)=-1.20$. Although this is smaller in magnitude than 2, integrating $Z^*$ over a full oxygen cycle gives $-2$, by \eqref{eq:winding}.

A constant dynamical charge can mislead. Using the value at $u=1/2$ for the direct route predicts $\Delta w=(2.3775/2)(0.20)=0.238$, 5\% below the calculated shift. Using the value at $u=0$ for the crossing route predicts a magnitude of $(1.20/2)(0.80)=0.48$, 36\% below it. This large error comes from the coincidence of the two wells at $u=0$. The percentages in this section belong to the one-dimensional model and should not be carried over to an oxygen that crosses the plane at a lateral distance from the cations.

Three calculations that do not use a Berry phase test the result. The response integral, the current from time-dependent Schr\"odinger evolution, and the dipoles of finite chains all give shifts of $0.25027$ and $-0.74973$. They agree with the Berry phases to about $10^{-5}$ of a period. The final excited fractions in the time-dependent calculation are $3\times10^{-12}$ and $2\times10^{-6}$, so both drives end close to the ground state. The numerical output gives the individual values.

\section{Why geometry alone is not the cause}

Exchange the two depths, so that the cation well is deeper. Translating this exchanged potential by $-ua$ puts the shallow well at zero and the deep well at $-u$. This is the original problem at $-u$. Undoing the translation gives
\begin{equation}
w_{\rm exchanged}(u)=u+w(-u)=u-w(u).
\end{equation}
Moving $u$ by one now changes the pair centre by $1-1=0$. The pair stays with the cation, and the two routes must give equal charges.

For the example, the exchanged centre starts at $0.40-0.37487=0.02513$ and ends at $-0.02513$ on either route. The charge is $-1.28174(-0.05026)=0.0644$ C/m$^2$ for both. Crossing the plane is therefore insufficient to change the branch. Net charge must accompany the crossing ion.

The two regimes are separated by a gap closure. At $U_{\rm O}=U_{\rm C}$ and $u=1/2$, all wells are equal and the period is $a/2$. Let $T$ translate by $a/2$. At $k=\pi/a$, $T^2=-1$ on the Bloch functions, so $T$ has eigenvalues $\pm i$. Complex conjugation preserves the energy and this wavevector but exchanges the eigenvalues. Each level is thus doubly degenerate, and the two lowest bands touch. The calculated gap there is $2\times10^{-8}$ eV. A route through such a point has no continuously followed insulating state, and \eqref{eq:difference} cannot be assumed.

\section{Where the extra charge goes}

A finite chain makes the difference concrete. For $N$ cells, direct switching leaves oxygens at $0.6,1.6,\ldots,N-0.4$ in units of $a$. Crossing leaves them at $-0.4,0.6,\ldots,N-1.4$. The interior positions agree. Compared with the crossing result, the direct result has one oxygen removed from the left end and one added at the right end, a distance $Na$ away.

The removed and added objects each carry the explicit pair, with charge $-2e$. The dipole difference is therefore $-2eNa$, apart from end corrections that do not grow with $N$. Dividing by the volume $NaA$ gives $-2e/A$. In the calculation, the largest difference between the electron densities in the central 1 nm of a 12-cell chain is below $10^{-14}$ of the largest density there, while the growth of the dipoles with length reproduces the two switched charges.

Bulk equivalence thus does not mean that the two electrode interfaces are equivalent. Going out by the direct route and back by the reversed crossing route moves every oxygen by $+a$. The accumulated charge is
\begin{equation}
-0.32077-0.96097=-1.28174\ {\rm C/m^2}.
\end{equation}
Repeating this cycle is oxygen transport. It needs a supply of oxygen at one electrode and removal at the other. Going out and back by one route gives zero net polarization charge.

\section{What to do in calculations and measurements}

First, record unwrapped oxygen coordinates. Folding the crossing endpoint $-0.4$ to $0.6$ and then interpolating from $0.4$ replaces the crossing route by the direct one. Likewise, choosing the smallest endpoint change of the Berry phase selects $0.25026$ and misses $-0.74974$. Neither operation establishes which route the oxygen took.

Second, calculate polarization at intermediate structures and check the gap at each. Refine the route until the followed change is stable, and compare it with the integral of the dynamical charge. Small phase jumps on a coarse path do not by themselves exclude a missed gap closure or winding.

Third, state the reference structure when quoting a spontaneous polarization. Relative to the direct midpoint $u=1/2$, the initial state has
\begin{equation}
P=-1.28174(0.37487-0.50)=+0.160\ {\rm C/m^2}.
\end{equation}
Relative to the crossing midpoint $u=0$, it has
\begin{equation}
P=-1.28174(0.37487)=-0.480\ {\rm C/m^2}.
\end{equation}
The opposite signs refer to different routes, not to different initial crystals.

Fourth, use the sign of the field as evidence about the route only when the starting oxygen position is known, since any step that lowers the enthalpy passes charge along the field. To leading order in a field $\mathcal E$ along $x$, the enthalpy change per cell is $-\mathcal E Aa\,\Delta P$. At $\mathcal E=10^8$ V/m it is $+25$ meV for the direct route and $-75$ meV for the crossing route. This field favours crossing; its reversal favours direct switching. The difference, 100 meV, is the work $2e\mathcal E a$ on one transported pair. In the same field the next step, from $-0.4$ to $-0.6$, is the reversed direct route and gains a further 25 meV. These energies therefore determine neither the rate nor where the oxygen stops, which depend on the omitted barriers.

Finally, separate switching charge from leakage and ordinary dielectric charging before comparing a measured integral with either branch. The value $2e/A$ belongs to one oxygen per cell displaced by one period with fixed cations. For a material with several moving ions, follow every sublattice along the joint path and recount it. In a field along $+x$, a region starting at $u=0.4$ lowers its enthalpy by crossing ($+0.96$ C/m$^2$) and a region starting at $u=0.6$ by the reversed direct route ($+0.32$ C/m$^2$). A film containing both can give an intermediate average, so a measured value between these magnitudes does not by itself identify a new polar endpoint.

\section*{Values computed for the example and the checks}
\begin{verbatim}
period a: 0.50 nm
area per chain A: 0.25 nm^2
Gaussian well width: 0.06 nm
oxygen well depth: 30.0 eV
cation well depth: 20.0 eV
starting oxygen position u0: 0.40
direct route end u: 0.60
crossing route end u: -0.40
smallest gap on the cycle: 7.225 eV
smallest gap while raising cation depth: 7.225 eV
gap at equal depths, u=1/2: 2.4e-08 eV
direct route, w at u=0.40: 0.37487
direct route, w at u=0.50: 0.50000
direct route, w at u=0.60: 0.62513
crossing route, w at u=0.20: 0.13233
crossing route, w at u=0.00: 0.00000
crossing route, w at u=-0.20: -0.13233
crossing route, w at u=-0.40: -0.37487
dynamical charge Z* at u=0.0: -1.2000 e
dynamical charge Z* at u=0.2: -1.6431 e
dynamical charge Z* at u=0.4: -2.7230 e
dynamical charge Z* at u=0.5: -2.3775 e
direct shift of w, Berry phase: 0.25026
direct shift of w, response integral: 0.25027
direct shift of w, real-time current: 0.25027
direct shift of w, finite chains: 0.25027
crossing shift of w, Berry phase: -0.74974
crossing shift of w, response integral: -0.74973
crossing shift of w, real-time current: -0.74973
crossing shift of w, finite chains: -0.74973
final excited fraction, direct: 3.4e-12
final excited fraction, crossing: 2.0e-06
relative interior density difference: 4.5e-15
branch spacing 2e/A: 1.28174 C/m^2
direct switched charge: -0.32077 C/m^2
crossing switched charge: 0.96097 C/m^2
direct minus crossing: -1.28174 C/m^2
direct switched charge: -32.08 uC/cm^2
crossing switched charge: 96.10 uC/cm^2
control smallest gap: 7.225 eV
control direct charge: 0.06442 C/m^2
control crossing charge: 0.06442 C/m^2
applied field for energy estimate: 1.0e+08 V/m
field enthalpy change, direct: 25.026 meV per cell
field enthalpy change, crossing: -74.974 meV per cell
\end{verbatim}
